# Generation-Recombination Noise of a Photoconductor with Exponential Lifetimes: a program that tests the result

```python
"""
Generation-recombination noise of a photoconductor.

Result under test (one-sided spectral density, f > 0):
    S(f) = 4 e I G / (1 + (omega tau)^2),   omega = 2 pi f
e   : elementary charge          I   : mean current = e r G
r   : carrier creation rate      tau : mean of the exponential lifetimes
G   : gain = tau / transit time of a carrier through the bar
Assumed: Poisson creation, independent lifetimes, constant drift speed,
contacts that at once replace every carrier that leaves the bar.
Tests use e = 1 and tau = 1; the worked example uses laboratory units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(12345)


def noise_formula(omega, charge, current, gain, lifetime):
    return 4 * charge * current * gain / (1 + (omega * lifetime) ** 2)


# ---- Induced current of a moving charge, from the Poisson equation ----
cells = 200
spacing = 1.0 / cells
laplacian = (2 * np.eye(cells - 1) - np.eye(cells - 1, k=1)
             - np.eye(cells - 1, k=-1)) / spacing**2


def plate_charge(node):
    """Size of the charge induced on the far grounded plate by a unit sheet."""
    density = np.zeros(cells - 1)
    density[node - 1] = 1 / spacing
    potential = np.linalg.solve(laplacian, density)
    return potential[-1] / spacing


speed = 2.0
for node in (10, 77, 180):
    induced = speed * (plate_charge(node + 1) - plate_charge(node)) / spacing
    assert abs(induced - speed / 1.0) < 1e-6

# ---- Re-injection at the contacts keeps the pulse duration exponential ----
test_gain = 2.0
test_transit = 1 / test_gain
draws = 400000
duration = np.zeros(draws)
to_exit = rng.random(draws) * test_transit
alive = np.arange(draws)
while alive.size:
    life = rng.exponential(1.0, alive.size)
    duration[alive] += np.minimum(life, to_exit[alive])
    alive = alive[life > to_exit[alive]]
    to_exit[alive] = test_transit
reinjected_mean = duration.mean()
reinjected_square = np.mean(duration**2)
# sampling errors: about 0.0016 for the mean, 0.007 for the mean square
assert abs(reinjected_mean - 1) < 0.01
assert abs(reinjected_square - 2) < 0.04
assert abs(np.mean(duration > 2.0) - np.exp(-2.0)) < 0.004

# ---- Pulse transform averaged over lifetimes, by quadrature ----
nodes, weights = np.polynomial.legendre.leggauss(80)


def pulse_power(duration_value, omega):
    times = 0.5 * duration_value * (nodes + 1)
    transform = 0.5 * duration_value * np.sum(
        weights * np.exp(-1j * omega * times))
    return abs(transform) ** 2


for omega in (0.1, 1.0, 3.0):
    average = quad(lambda t: np.exp(-t) * pulse_power(t, omega), 0, 40,
                   limit=300)[0]
    # creation rate 1, pulse height = gain, hence current = gain
    spectrum = 2 * test_gain**2 * average
    target = noise_formula(omega, 1, test_gain, test_gain, 1)
    assert abs(spectrum / target - 1) < 1e-6

# ---- Simulated current records and their periodograms ----
rate = 20.0
step = 0.05
samples = 2**20
record = samples * step


def simulate(equal_lifetimes):
    start = -30.0
    count = rng.poisson(rate * (record - start))
    births = np.sort(rng.uniform(start, record, count))
    if equal_lifetimes:
        deaths = births + 1.0
    else:
        deaths = np.sort(births + rng.exponential(1.0, count))
    grid = np.arange(samples) * step
    number = (np.searchsorted(births, grid, side="right")
              - np.searchsorted(deaths, grid, side="right"))
    current = number * test_gain
    power = np.abs(np.fft.rfft(current - current.mean())) ** 2
    return current, 2 * step / samples * power


omega_bins = 2 * np.pi * np.fft.rfftfreq(samples, step)
current_record, periodogram = simulate(False)
mean_current = rate * test_gain
simulated_mean_ratio = current_record.mean() / mean_current
simulated_variance_ratio = current_record.var() / (mean_current * test_gain)
assert abs(simulated_mean_ratio - 1) < 0.01
assert abs(simulated_variance_ratio - 1) < 0.04
band_ratios = []
# band averages carry 2 to 3 percent statistical scatter
for low, high, tolerance in ((0, 0.2, 0.10), (0.8, 1.2, 0.07),
                             (2.8, 3.2, 0.07)):
    band = (omega_bins > low) & (omega_bins < high)
    target = noise_formula(omega_bins[band], 1, mean_current, test_gain, 1)
    band_ratios.append(periodogram[band].mean() / target.mean())
    assert abs(band_ratios[-1] - 1) < tolerance

_, equal_periodogram = simulate(True)
low_band = (omega_bins > 0) & (omega_bins < 0.2)
equal_coefficient = (equal_periodogram[low_band].mean()
                     / (mean_current * test_gain))
assert abs(equal_coefficient - 2) < 0.2


# ---- Spectrum from the birth-death matrix, without any pulses ----
def number_spectrum(birth_rate, loss_rates, omega):
    size = len(loss_rates)
    state = np.arange(size)
    matrix = np.zeros((size, size))
    matrix[state[1:], state[:-1]] = birth_rate
    matrix[state[:-1], state[1:]] = loss_rates[1:]
    matrix -= np.diag(matrix.sum(axis=0))
    log_weight = np.concatenate(
        ([0.0], np.cumsum(np.log(birth_rate / loss_rates[1:]))))
    weight = np.exp(log_weight - log_weight.max())
    weight /= weight.sum()
    deviation = state - np.dot(state, weight)
    response = np.linalg.solve(1j * omega * np.eye(size) - matrix,
                               deviation * weight)
    return 4 * np.real(np.dot(deviation, response))


matrix_error = 0.0
for omega in (0.1, 1.0, 3.0):
    spectrum = test_gain**2 * number_spectrum(rate, np.arange(91.0), omega)
    target = noise_formula(omega, 1, mean_current, test_gain, 1)
    matrix_error = max(matrix_error, abs(spectrum / target - 1))
assert matrix_error < 1e-7


# ---- Crowding: free carriers add to the number of capture centres ----
def crowding_factor(carriers_per_centre):
    x = carriers_per_centre
    return ((1 + x) / (1 + 2 * x)) ** 2


free_number, centre_number = 200.0, 400.0
occupancy = np.arange(450.0)
crowded_loss = (occupancy * (centre_number + occupancy)
                / (centre_number + free_number))
crowded_ratio = (number_spectrum(free_number, crowded_loss, 0.01)
                 / (4 * free_number))
# the factor is the large-number limit; corrections are of order 1/200
assert abs(crowded_ratio / crowding_factor(0.5) - 1) < 0.02


# ---- Contacts that do not replace the carriers ----
def blocked_factors(gain):
    tail = np.exp(-1 / gain)
    return 1 - gain * (1 - tail), 1 - 2 * gain + (1 + 2 * gain) * tail


for gain in (0.25, 2.0):
    cut = np.minimum(rng.exponential(1.0, 1000000),
                     rng.random(1000000) / gain)
    gain_factor, noise_factor = blocked_factors(gain)
    assert abs(cut.mean() / gain_factor - 1) < 0.01
    assert abs(np.mean(cut**2) / 2 / noise_factor - 1) < 0.02

# ---- Worked example: gallium-doped silicon, rough typical values ----
e, k_B, h, c = const.e, const.k, const.h, const.c
side = 200e-6                 # m, edge of the cube
mobility = 1.0                # m^2/Vs
field = 1e4                   # V/m
lifetime = 5e-9               # s
wavelength = 10.6e-6          # m
optical_power = 1e-3          # W
efficiency = 0.3
temperature = 20.0            # K
compensation = 3e20           # m^-3, compensated acceptors
acceptors = 5e22              # m^-3
ionization = 0.072 * e        # J
permittivity = 11.7 * const.epsilon_0
hole_mass = 0.6 * const.m_e   # density-of-states mass
warm_temperature = 60.0       # K, assumed temperature of drifting holes
sound_speed = 9e3             # m/s
saturation_speed = 1e5        # m/s
impact_area = 5e-18           # m^2, about the area of the bound orbit

drift_speed = mobility * field
transit = side / drift_speed
gain = lifetime / transit
voltage = field * side
photon_rate = optical_power * wavelength / (h * c)
creation_rate = efficiency * photon_rate
current = e * creation_rate * gain
hole_number = creation_rate * lifetime
hole_density = hole_number / side**3
plateau = noise_formula(0, e, current, gain, lifetime)
corner = 1 / (2 * np.pi * lifetime)
integrated = quad(lambda u: noise_formula(u / lifetime, e, current, gain,
                                          lifetime) / plateau, 0, np.inf)[0]
rms_noise = np.sqrt(plateau * integrated / (2 * np.pi * lifetime))
assert abs(rms_noise / (e / transit * np.sqrt(hole_number)) - 1) < 1e-8

relaxation = permittivity / (e * mobility * hole_density)
gain_blocked, noise_blocked = blocked_factors(gain)
crowding = hole_density / compensation
resistance = voltage / current
johnson_cold = 4 * k_B * temperature / resistance / plateau
johnson_warm = 4 * k_B * warm_temperature / resistance / plateau
band_density = 2 * (2 * np.pi * hole_mass * k_B * temperature / h**2) ** 1.5
thermal_density = (band_density / 4 * (acceptors - compensation)
                   / compensation * np.exp(-ionization / (k_B * temperature)))
room = 300.0
x_cut = ionization / (k_B * room)
background_flux = (2 * np.pi / c**2 * (k_B * room / h) ** 3
                   * quad(lambda x: x**2 / np.expm1(x), x_cut, 60)[0])
background_ratio = background_flux * side**2 / photon_rate
mean_speed = np.sqrt(8 * k_B * warm_temperature / (np.pi * hole_mass))
threshold = ionization / (k_B * warm_temperature)
fast_share = quad(lambda x: x * np.exp(-x), threshold, threshold + 50)[0]
impact_events = acceptors * impact_area * mean_speed * fast_share * lifetime
barrier_lowering = np.sqrt(e * field / (np.pi * permittivity))
assert relaxation < 0.1 * lifetime and crowding < 0.1
assert max(johnson_warm, impact_events, background_ratio) < 0.1

print("TESTS (e = 1, tau = 1, G = 2)")
print(f"re-injected duration, mean: {reinjected_mean:.4f} tau")
print(f"re-injected duration, mean square: {reinjected_square:.4f} tau^2")
print(f"simulated / predicted mean current: {simulated_mean_ratio:.4f}")
print(f"simulated / predicted variance: {simulated_variance_ratio:.4f}")
for name, ratio in zip(("0-0.2", "0.8-1.2", "2.8-3.2"), band_ratios):
    print(f"simulated / predicted S, omega tau {name}: {ratio:.3f}")
print(f"equal lifetimes, low-f S/(e I G): {equal_coefficient:.3f}")
print(f"birth-death matrix, largest relative error: {matrix_error:.1e}")
print(f"crowded matrix, N/D = 0.5, noise factor: {crowded_ratio:.4f}")
print(f"crowding formula, N/D = 0.5: {crowding_factor(0.5):.4f}")
print("EXAMPLE INPUTS (Si:Ga, rough values)")
print(f"cube side: {side*1e6:.0f} um")
print(f"hole mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"field: {field/100:.0f} V/cm")
print(f"lifetime: {lifetime*1e9:.1f} ns")
print(f"wavelength: {wavelength*1e6:.1f} um")
print(f"optical power: {optical_power*1e3:.1f} mW")
print(f"quantum efficiency: {efficiency:.2f}")
print(f"lattice temperature: {temperature:.0f} K")
print(f"acceptors: {acceptors*1e-6:.1e} cm^-3")
print(f"compensated acceptors: {compensation*1e-6:.1e} cm^-3")
print(f"acceptor ionization energy: {ionization/e*1e3:.0f} meV")
print("EXAMPLE RESULTS")
print(f"bias voltage: {voltage:.2f} V")
print(f"drift speed: {drift_speed*100:.2e} cm/s")
print(f"transit time: {transit*1e9:.2f} ns")
print(f"gain G: {gain:.4f}")
print(f"photon rate: {photon_rate:.4e} 1/s")
print(f"creation rate r: {creation_rate:.4e} 1/s")
print(f"mean photocurrent I: {current*1e3:.4f} mA")
print(f"mean hole number: {hole_number:.4e}")
print(f"hole density: {hole_density*1e-6:.3e} cm^-3")
print(f"low-frequency S = 4eIG: {plateau:.4e} A^2/Hz")
print(f"corner frequency: {corner/1e6:.2f} MHz")
for frequency in (1e6, corner, 1e8):
    density = noise_formula(2*np.pi*frequency, e, current, gain, lifetime)
    print(f"sqrt(S) at {frequency/1e6:.2f} MHz: "
          f"{np.sqrt(density)*1e12:.3f} pA/sqrt(Hz)")
print(f"total rms noise current: {rms_noise*1e9:.2f} nA")
print(f"4eIG / 2eI: {plateau/(2*e*current):.4f}")
print("NEGLECTED EFFECTS")
print(f"dielectric relaxation: {relaxation*1e9:.4f} ns, "
      f"{relaxation/lifetime:.4f} tau")
print(f"no replacement: gain x {gain_blocked:.4f}, "
      f"noise x {noise_blocked:.4f}")
print(f"crowding: N/D = {crowding:.4f}, "
      f"noise x {crowding_factor(crowding):.4f}")
print(f"Johnson / 4eIG: {johnson_cold:.4f} at {temperature:.0f} K, "
      f"{johnson_warm:.4f} at {warm_temperature:.0f} K")
print(f"drift / sound speed: {drift_speed/sound_speed:.2f}; "
      f"drift / saturation: {drift_speed/saturation_speed:.2f}")
print(f"thermal hole density: {thermal_density*1e-6:.1e} cm^-3")
print(f"300 K hemisphere / signal photons: {background_ratio:.4f}")
print(f"impact ionizations per lifetime: {impact_events:.1e}")
print(f"field lowering of acceptor barrier: {barrier_lowering*1e3:.2f} meV")
print(f"hole density / band density: {hole_density/band_density:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
TESTS (e = 1, tau = 1, G = 2)
re-injected duration, mean: 0.9996 tau
re-injected duration, mean square: 1.9997 tau^2
simulated / predicted mean current: 1.0032
simulated / predicted variance: 1.0123
simulated / predicted S, omega tau 0-0.2: 1.003
simulated / predicted S, omega tau 0.8-1.2: 1.031
simulated / predicted S, omega tau 2.8-3.2: 1.008
equal lifetimes, low-f S/(e I G): 1.986
birth-death matrix, largest relative error: 1.3e-15
crowded matrix, N/D = 0.5, noise factor: 0.5622
crowding formula, N/D = 0.5: 0.5625
EXAMPLE INPUTS (Si:Ga, rough values)
cube side: 200 um
hole mobility: 10000 cm2/Vs
field: 100 V/cm
lifetime: 5.0 ns
wavelength: 10.6 um
optical power: 1.0 mW
quantum efficiency: 0.30
lattice temperature: 20 K
acceptors: 5.0e+16 cm^-3
compensated acceptors: 3.0e+14 cm^-3
acceptor ionization energy: 72 meV
EXAMPLE RESULTS
bias voltage: 2.00 V
drift speed: 1.00e+06 cm/s
transit time: 20.00 ns
gain G: 0.2500
photon rate: 5.3362e+16 1/s
creation rate r: 1.6008e+16 1/s
mean photocurrent I: 0.6412 mA
mean hole number: 8.0042e+07
hole density: 1.001e+13 cm^-3
low-frequency S = 4eIG: 1.0273e-22 A^2/Hz
corner frequency: 31.83 MHz
sqrt(S) at 1.00 MHz: 10.131 pA/sqrt(Hz)
sqrt(S) at 31.83 MHz: 7.167 pA/sqrt(Hz)
sqrt(S) at 100.00 MHz: 3.074 pA/sqrt(Hz)
total rms noise current: 71.67 nA
4eIG / 2eI: 0.5000
NEGLECTED EFFECTS
dielectric relaxation: 0.0646 ns, 0.0129 tau
no replacement: gain x 0.7546, noise x 0.5275
crowding: N/D = 0.0334, noise x 0.9384
Johnson / 4eIG: 0.0034 at 20 K, 0.0103 at 60 K
drift / sound speed: 1.11; drift / saturation: 0.10
thermal hole density: 6.0e+00 cm^-3
300 K hemisphere / signal photons: 0.0124
impact ionizations per lifetime: 1.0e-03
field lowering of acceptor barrier: 2.22 meV
hole density / band density: 5.0e-05
ALL CHECKS PASSED
```
